# Self-Consistent Level Bending in an Organic Film on a Metal

## The failure of a single pass

Take twenty molecular layers on a metal, with the centre of the highest occupied level (HOMO) 0.30 eV below the Fermi level and a broadening of 0.10 eV. Filling the levels by Fermi statistics, with no electrostatic shift, puts 0.446 μC/cm² of positive charge into each layer and 8.93 μC/cm² into the film. With the spacings and permittivity given below, Poisson's equation turns this charge into about 2.9 V at the first layer and 44 V at the last. The lowest unoccupied level (LUMO) of every layer is then pulled below the Fermi level and takes two electrons per molecule. The refreshed film charge is about −2560 μC/cm². One pass thus gives a wrong charge, and the second gives a worse one of opposite sign.

Charge and potential must be found together. The sections below set up the layer equations, show that they have one solution, give an iteration that reaches it, and determine what charge neutrality says about the error.

## Model and sign conventions

The metal surface is at \(z=0\), with potential \(\phi_0=0\) and Fermi energy zero. Layer \(i=1,\dots,N\) is a uniformly charged sheet at \(z_i=d_0+(i-1)a\), with \(n\) molecules per unit area. The film has uniform permittivity \(\varepsilon\), is undoped and in equilibrium with the metal, and has no field outside its free surface.

Let \(e>0\). A potential \(\phi_i\) shifts electron energies by \(-e\phi_i\). If \(\Phi\) is the contact work function, including the interface dipole, and \(I\) the ionization energy at the HOMO centre, the unshifted level centres are
\[
E_H=\Phi-I,\qquad E_L=\Phi-I+E_g .
\]
Both levels have a Gaussian distribution \(g(x)\) of standard deviation \(s\). With \(f(E)=1/(1+e^{E/kT})\), the holes and electrons per molecule are
\[
p_i=2\int g(x)\,[1-f(E_H-e\phi_i+x)]\,dx,\qquad
m_i=2\int g(x)\,f(E_L-e\phi_i+x)\,dx .
\]
The factor 2 counts independent spins, a mean-field assumption. The sheet charge is \(\sigma_i=en(p_i-m_i)\).

For a deep HOMO centre \(E=E_H-e\phi_i<0\), one may replace \(1-f\) by \(e^{(E+x)/kT}\). Completing the square,
\[
-\frac{x^2}{2s^2}+\frac{x}{kT}=-\frac{(x-s^2/kT)^2}{2s^2}+\frac{s^2}{2(kT)^2},
\]
gives the dilute limit
\[
p\simeq 2\exp\!\left[\frac{E}{kT}+\frac{s^2}{2(kT)^2}\right].
\]
The integrand peaks at \(x=s^2/kT\). The replacement is consistent if this peak still lies below the Fermi level, so \(|E|\) must exceed \(s^2/kT\), and by a good margin for accuracy.

## The layer Poisson equation

Let \(d_i=z_i-z_{i-1}\), \(z_0=0\) and \(C_i=\varepsilon/d_i\). The displacement between layers \(i-1\) and \(i\), positive outward, is
\[
D_i=-C_i(\phi_i-\phi_{i-1}).
\]
Gauss's law across a sheet reads \(D_{i+1}-D_i=\sigma_i\). Hence
\[
C_i(\phi_i-\phi_{i-1})-C_{i+1}(\phi_{i+1}-\phi_i)=\sigma_i,\qquad C_{N+1}=0,
\]
where the last condition states that there is no outside field. In matrix form, \(K\phi=\sigma(\phi)\).

Adding rows \(i\) to \(N\) cancels the interior terms and leaves \(C_i(\phi_i-\phi_{i-1})=\sum_{j\ge i}\sigma_j\). Adding the potential steps from the metal outward then gives
\[
\phi_i=\sum_{k\le i}\frac{d_k}{\varepsilon}\sum_{j\ge k}\sigma_j
=\sum_j\frac{\min(z_i,z_j)}{\varepsilon}\,\sigma_j ,
\]
because \(\sigma_j\) appears once for each interval lying below both \(z_i\) and \(z_j\). This is \(K^{-1}\). Multiplying the layer equations by \(\phi_i\) and regrouping the sum by intervals gives
\[
\phi^{T}K\phi=\sum_i C_i(\phi_i-\phi_{i-1})^2 ,
\]
which is positive unless all potentials vanish.

## One solution

From \(df/dE=-f(1-f)/kT\) and \(dE/d\phi_i=-e\), a rise of \(\phi_i\) removes holes and adds electrons. The quantum capacitance is therefore positive:
\[
Q_i=-\frac{d\sigma_i}{d\phi_i}
=\frac{2e^2n}{kT}\sum_{H,L}\int g\,f(1-f)\,dx>0 .
\]
Suppose \(\phi\) and \(\phi'\) both solve the equations. Subtract them and multiply by \(\phi-\phi'\):
\[
(\phi-\phi')^{T}K(\phi-\phi')=\sum_i(\sigma_i-\sigma_i')(\phi_i-\phi_i')\le0 .
\]
The left side is positive unless \(\phi=\phi'\), so there is at most one solution. There is at least one because \(|\sigma_i|\le2en\): the continuous map \(\phi\mapsto K^{-1}\sigma(\phi)\) sends a sufficiently large closed ball into itself and so has a fixed point.

## Why simple mixing is fragile

A direct iteration is
\[
\phi\leftarrow(1-\alpha)\phi+\alpha K^{-1}\sigma(\phi).
\]
Near the solution \(\sigma\) changes by \(-Q\delta\), where \(Q\) is the diagonal matrix of the \(Q_i\). The error obeys \(\delta\leftarrow[(1-\alpha)-\alpha K^{-1}Q]\delta\). On a mode with \(Qv=\lambda Kv\), \(\lambda>0\), it is multiplied by \(1-\alpha(1+\lambda)\). Local convergence requires this factor to have magnitude below one for every mode:
\[
0<\alpha<\frac{2}{1+\lambda_{\max}} .
\]

For the film treated below, diagonalization at the solution gives \(\lambda_{\max}=4.198\), so the limit is \(2/5.198=0.385\). Undamped iteration multiplies the worst error by −4.2. Two runs of 200 steps were started \(10^{-5}\) V from the solution along the worst mode. At 0.9 of the limit the factor is \(1-1.8=-0.8\), and the error fell to rounding level. At 1.1 of the limit the factor is −1.2, and the run ended 0.02 V from the solution.

The criterion is local. Started from zero potential at 0.9 of the limit, mixing was still about 2600 V away after 300 steps. The first update is large enough to fill the LUMO in every layer but the first, and the linearization does not apply there.

## Damped Newton iteration

Define the residual \(F(\phi)=K\phi-\sigma(\phi)\). Its Jacobian is \(J=K+Q\), which is tridiagonal and positive definite. The algorithm is:

1. Start from \(\phi=0\).
2. Compute occupations, \(\sigma\), \(Q\) and \(F\) at the current potential.
3. Stop if the largest \(|F_i|\) is below the tolerance.
4. Solve \(J\delta=-F\).
5. Try \(t=1,\tfrac12,\tfrac14,\dots\) until \(\|F(\phi+t\delta)\|\le(1-ct)\|F(\phi)\|\), with \(c=10^{-4}\). Replace \(\phi\) by \(\phi+t\delta\) and return to step 2.

The damping makes this converge from any start. Let \(\kappa\) be the smallest eigenvalue of \(K\). Since \(Q\) is positive, \(\|J^{-1}\|\le1/\kappa\) and \(\|\delta\|\le\|F\|/\kappa\). Let \(M\) bound \(|dQ_i/d\phi_i|\); it is finite because \(f\) has bounded derivatives at \(T>0\). Taylor's theorem gives
\[
\|F(\phi+t\delta)\|\le(1-t)\|F\|+\frac{M t^2}{2\kappa^2}\|F\|^2 .
\]
The acceptance condition therefore holds whenever
\[
t\le\frac{2(1-c)\kappa^2}{M\|F\|} .
\]
As \(\|F\|\) never increases, accepted steps have a positive lower bound, and the residual falls at least geometrically. Once \(\|F\|\) is small, \(t=1\) is accepted and the first term vanishes, so the new residual is at most a constant times the square of the old one.

This argument uses the exact derivative. The calculation below takes \(Q\) from a central difference with \(h=10^{-4}\) V. In the dilute regime its relative error is \((eh/kT)^2/6\approx2.5\times10^{-6}\) at 300 K. Such an error can slow the last steps slightly, but it does not move the solution, which is fixed by \(F=0\).

## What neutrality measures

The charge on the metal surface equals the displacement just outside it:
\[
\sigma_M=D_1=-C_1\phi_1 .
\]
Adding all rows of \(K\phi\) leaves \(C_1\phi_1\), so
\[
\sum_iF_i=C_1\phi_1-\sum_i\sigma_i=-\Bigl(\sigma_M+\sum_i\sigma_i\Bigr).
\]
The neutrality defect is minus the sum of the layer residuals. Two consequences follow.

First, the charges must be recomputed from the current potential. If \(\phi=K^{-1}\sigma^{\rm old}\), then \(\sigma_M+\sum\sigma_i^{\rm old}=0\) for any old charges whatever. In the failed first pass of the opening, this stale sum was zero to rounding. With refreshed occupations the defect was −2572 μC/cm², the filled LUMOs together with the electrode's −8.9 μC/cm².

Second, a vanishing sum does not make its terms vanish. A film with the same potential in every layer can be made neutral by solving \(C_1\phi=N\sigma(\phi)\). For the example this gives 0.110 V, whereas the true outer potential is 0.203 V. The trial is neutral, electrode included, and wrong by 0.092 V.

A bound on the potential error needs all the residuals. Let \(\phi^*\) be the solution. The mean-value theorem, applied layer by layer, gives
\[
F(\phi)=(K+\bar Q)(\phi-\phi^*),
\]
with \(\bar Q\) diagonal and positive. The inverse of \(K+\bar Q\) has no negative entries. To see this, let \((K+\bar Q)x=b\) with all \(b_i\ge0\), and suppose the smallest \(x_i\) were negative. Its row reads
\[
C_i(x_i-x_{i-1})+C_{i+1}(x_i-x_{i+1})+\bar Q_ix_i=b_i,\qquad x_0=0 .
\]
The first two terms are not positive and the third is negative, which contradicts \(b_i\ge0\). The entries of \(K^{-1}\) are positive by the explicit formula above. Hence
\[
K^{-1}-(K+\bar Q)^{-1}=K^{-1}\bar Q(K+\bar Q)^{-1}
\]
has no negative entries either, so that
\[
|\phi_i-\phi_i^*|\le\sum_j\frac{\min(z_i,z_j)}{\varepsilon}|F_j| .
\]
This bound uses computed quantities alone, and holds apart from rounding and quadrature error in \(F\). If all \(F_j\) have the same sign, the right side is at most \(z_N/\varepsilon\) times the magnitude of the neutrality defect. In that case neutrality does control the error.

## A twenty-layer film

The parameters are \(T=300\) K (\(kT=0.02585\) eV), \(\Phi=4.70\) eV, \(I=5.00\) eV, \(E_g=2.20\) eV, \(s=0.10\) eV, \(d_0=1.0\) nm, \(a=1.5\) nm, \(n=4\) nm⁻² and relative permittivity 3.5. Thus \(\varepsilon=0.1934\,e/(\mathrm{V\,nm})\). The Gaussian averages use 401 equally spaced points over \(\pm10s\).

Newton's iteration took ten steps, all accepted at \(t=1\); the damping is needed only from more distant starts, such as the 44 V profile of the opening. Both columns below are in μC/cm².

| Step | Largest residual | Neutrality defect |
|---|---|---|
| 0 | 0.446 | 8.93 |
| 4 | 7.2×10⁻³ | 0.114 |
| 8 | 1.0×10⁻⁶ | 9.8×10⁻⁶ |
| 10 | 3×10⁻¹⁶ | 3×10⁻¹⁵ |

The error bound converts these into volts. As \(1\,e/\mathrm{nm}^2=16.02\) μC/cm², the residual at step 8 is at most \(6.4\times10^{-8}\,e/\mathrm{nm}^2\) per layer. With \(\sum_jz_j=305\) nm, the potential error is at most
\[
\frac{305}{0.1934}\times6.4\times10^{-8}\approx1\times10^{-4}\ \mathrm{V}.
\]
This is already well below the changes in potential caused by the model's assumptions, which are examined in the last section.

The converged levels are:

| Layer | \(z\) (nm) | HOMO centre (eV) | Holes per molecule |
|---|---|---|---|
| 1 | 1.0 | −0.356 | 1.5×10⁻³ |
| 2 | 2.5 | −0.393 | 4.6×10⁻⁴ |
| 5 | 7.0 | −0.446 | 8.2×10⁻⁵ |
| 10 | 14.5 | −0.482 | 2.3×10⁻⁵ |
| 20 | 29.5 | −0.503 | 1.1×10⁻⁵ |

The film holds \(0.01073\,e/\mathrm{nm}^2\), or 0.172 μC/cm², and the electrode the opposite charge. The first potential step can be traced by hand: \(\phi_1=0.01073\times1.0/0.1934=0.0555\) V, which moves the level from −0.300 to −0.356 eV. The field in this gap, 0.55 MV/cm, is the largest in the film. The first layer carries 55% of the film charge, so the field beyond it is less than half as large. The total shift at the outer layer is −0.203 eV, of which −0.147 eV arises between the first and last layers.

A second method confirms the profile. One guesses \(\phi_N\), computes its charge by adaptive quadrature, and steps inward with \(\phi_{i-1}=\phi_i-\sum_{j\ge i}\sigma_j/C_i\). The guess is adjusted until \(\phi_0=0\). The two profiles differ by at most \(1.3\times10^{-14}\) V. That is numerical agreement within the model, not its physical accuracy.

Here \(s^2/kT=0.387\) eV, so the first layer is not dilute. The dilute formula would give \(3.8\times10^{-3}\) holes there, 2.6 times the computed value. At the outer layer it gives \(1.28\times10^{-5}\), still 17% too high.

## From vacuum alignment to pinning

The vacuum level at the free surface lies at \(\Phi-e\phi_N\). Raising \(\Phi\) by \(d\Phi\) at fixed \(I\) and \(E_g\) lifts both levels, which acts on the occupations like a potential change \(-d\Phi/e\). Differentiating \(K\phi=\sigma\), with \(\mathbf 1\) the vector of ones, gives
\[
(K+Q)\,d\phi=Q\mathbf 1\,\frac{d\Phi}{e}.
\]
The surface response is therefore
\[
S=1-e\frac{d\phi_N}{d\Phi}
=[(K+Q)^{-1}K\mathbf 1]_N=C_1[(K+Q)^{-1}]_{N1}.
\]
The last step uses \(K\mathbf 1=(C_1,0,\dots,0)^T\). The entrywise inequality above, with \((K^{-1})_{N1}=1/C_1\), gives \(0\le S\le1\).

With all other parameters held fixed:

| \(\Phi\) (eV) | Surface vacuum level (eV) | \(S\) |
|---|---|---|
| 4.1 | 4.100 | 1.000 |
| 4.3 | 4.300 | 0.9985 |
| 4.5 | 4.470 | 0.42 |
| 4.7 | 4.497 | 0.025 |
| 4.9 | 4.500 | 0.005 |

At low \(\Phi\) in this range the film is almost uncharged and its vacuum level follows the metal. At high \(\Phi\) the added charge cancels nearly all of a further increase. Full solutions at \(\Phi=4.70\pm0.001\) eV give \(S=0.02485\), as does the formula.

Electron accumulation is the mirror case. Choosing \(\Phi'=2I-E_g-\Phi\) makes \(E_L'=-E_H\) and \(E_H'=-E_L\). Holes and electrons exchange roles, and all potentials change sign. Here \(\Phi'=3.10\) eV, and the outer levels shift up by 0.203 eV.

## The thick-film limit

Let \(\nu(z)\) be the hole density per volume, and assume that it is dilute and varies slowly between layers. With \(L=z_N\) and \(\psi=e[\phi(L)-\phi(z)]/kT\), Poisson's equation becomes
\[
\psi''=\frac{e^2\nu_L}{\varepsilon kT}e^\psi,\qquad \psi(L)=\psi'(L)=0 .
\]
Try \(\psi=-2\ln\cos[q(L-z)]\). Its second derivative is \(2q^2/\cos^2[q(L-z)]=2q^2e^\psi\), so the equation holds with \(2q^2=e^2\nu_L/(\varepsilon kT)\). The density must stay finite down to the metal, hence \(qL<\pi/2\). If the density at the contact far exceeds that at the surface, \(qL\) approaches \(\pi/2\), and
\[
\nu_L\to\frac{\pi^2\varepsilon kT}{2e^2L^2}.
\]
The injection barrier has dropped out. Since \(\nu_L\) falls by four when \(L\) doubles, and dilute occupation varies as \(e^{E/kT}\), the outer level drops by a further \(kT\ln4=2kT\ln2\).

For 400 layers the law gives \(6.87\times10^{-8}\) nm⁻³, and the layer equations give \(np_N/a=6.95\times10^{-8}\) nm⁻³. Going from 200 to 400 layers adds 0.0363 eV of bending, against \(2kT\ln2=0.0358\) eV. The law neglects layer discreteness, non-dilute filling and the finite density at the contact. The layer results exceed it by 1.2% in the density and 1.3% in the added bending. With the dilute occupation formula in the layer equations, these differences become −0.3% and −0.1%, so the excess comes from non-dilute filling.

## How the assumptions affect the result

The film parameters are rough values for upright pentacene, but the contact is a favourable one, with the HOMO centre only 0.30 eV below the Fermi level. Barriers reported for pentacene on clean gold are commonly larger. With the centre 0.5 eV deep the model bends the outer level by only 0.030 eV, and with 0.6 eV by 0.002 eV, so the 0.2 eV found here applies to high-work-function contacts only. The permittivity along upright molecules may be higher than the 3.5 used here; a value of 5 would reduce the size of the outer shift from 0.203 to 0.193 eV. On clean gold the first molecules tend to lie flat, which would change \(d_0\) and the first layer's density and levels. The calculated field is below a rough breakdown scale of a few MV/cm. Real films also contain traps and unintended dopants, and their level distribution need not be Gaussian. The result depends on the far tail of that distribution: in the outer layer, more than three quarters of the holes sit in states over \(3s\) above the HOMO centre. Cutting the Gaussian off at \(\pm3s\) reduces the size of the outer shift from 0.203 to 0.167 eV. The table shows new self-consistent solutions with one change at a time.

| Change | Outer electrostatic shift \(-e\phi_N\) (eV) | Holes per molecule, layer 1 |
|---|---|---|
| None | −0.203 | 1.5×10⁻³ |
| Image attraction | −0.215 | 4.8×10⁻³ |
| No double occupation | −0.201 | 1.3×10⁻³ |
| Lifetime half width 1 meV | −0.204 | 2.8×10⁻³ |
| Lifetime half width 5 meV | −0.211 | 8.0×10⁻³ |
| \(T=350\) K | −0.227 | 1.7×10⁻³ |
| \(s=0.13\) eV | −0.310 | 3.3×10⁻³ |

Of these changes, the wider disorder moves the outer level most, by 0.11 eV. An uncertain \(s\) thus limits the prediction far more than the numerical error does.

The image entry tests the uniform-sheet assumption. Holes in the first layer are on average \(1/\sqrt{np_1}=13\) nm apart but 1 nm from the metal, so each is attracted mainly to its own image. Integrating the force \(e^2/[4\pi\varepsilon(2z)^2]\) from \(z\) to infinity gives an energy \(e^2/(16\pi\varepsilon z)\), or 0.10 eV at 1 nm. The HOMO was raised and the LUMO lowered by this amount in each layer. This leaves out the free surface, whose polarization acts the other way on nearby layers. Including its leading image term, with the surface 0.75 nm beyond the last layer, changes the outer electrostatic shift from −0.215 to −0.207 eV (−0.209 eV with the full series of images). The outer HOMO centre itself, image energy included, moves much more, from −0.512 to −0.579 eV, and the outer layer then holds about twelve times fewer holes. If the measured \(I\) already contains part of the metal's image energy, adding that energy in full counts the part twice.

Tunnelling to the metal was represented by Lorentzian broadening of the first layer's levels. A Lorentzian of half width \(\gamma\) has a tail \(\gamma/(\pi x^2)\), which places about \(2\gamma/(\pi|E|)\) holes above the Fermi level. For \(\gamma=1\) meV and \(|E|=0.356\) eV this is \(1.8\times10^{-3}\), as large as the original occupation. The first-layer charge is therefore uncertain by a factor of several, while the outer level moves by less than 0.01 eV for either width. The estimate omits the tails of all other molecular levels.
